Separating Fermi Arcs from Projected Bulk States by Lopez-Sancho Decimation

**A slow approach to the end of an arc**

In a lattice Weyl semimetal, the Fermi arc at 50 meV ends at kz = 1.0433, in units of the inverse layer spacing. A spectral calculation with an energy broadening of 2 meV places the end at 0.9980. Reducing the broadening eightfold, to 0.25 meV, places it at 1.0202. The error has fallen from 0.0453 to 0.0231: eight times better energy resolution has roughly halved it. The cause lies in the way the arc meets the bulk continuum, and it also supplies the remedy.

**Model and layer form**

The crystal has cubic spacing a, and momenta are measured in 1/a. The Pauli matrices σx, σy, σz act on two orbitals. The Hamiltonian is

H = e0 + v sin kx σx + v sin ky σy + (M − m cos ky) σz
M = m(2 + cos k0 − cos kx − cos kz)
e0 = g(cos kz − cos k0)

with v ≥ m > |g| and 0 < k0 < π/2. The bands touch where all three Pauli coefficients vanish. The first two require kx and ky to be 0 or π. The third can then vanish only for kx = ky = 0 and cos kz = cos k0, because every other choice requires |cos kz| > 1. The two nodes are therefore (0, 0, ±k0), at energy zero.

The crystal fills layers j = 0, 1, 2, … along y, so kx and kz remain good quantum numbers. Let T couple layer j to layer j+1:

H0 = e0 + v sin kx σx + M σz
T = −(m/2)σz − (iv/2)σy

For a plane wave, T exp(iky) + T† exp(−iky) = −m cos ky σz + v sin ky σy, which restores H.

**Decimation and what truncation means**

Let w = E + iη with η > 0, and let Gj be the Green function from layer 0 to layer j. Initially ε_s = ε = H0, α = T and β = T†. The equation (w − H)G = 1 reads

(w − ε_s)G0 = 1 + αG1
(w − ε)Gj = βGj−1 + αGj+1, j ≥ 1.

Define g_w = (w − ε)⁻¹. Every odd layer obeys Gj = g_w(βGj−1 + αGj+1). Inserting this into the equation of an even layer gives

(w − ε)Gj = βg_w(βGj−2 + αGj) + αg_w(βGj + αGj+2).

Moving the terms in Gj to the left restores the original form with doubled spacing. The end layer has a neighbour on one side only, so it receives one correction:

ε_s ← ε_s + αg_wβ
ε ← ε + αg_wβ + βg_wα
α ← αg_wα, β ← βg_wβ.

All right-hand sides use the old matrices. After n steps,

(w − ε_s)G0 = 1 + αG(N), N = 2ⁿ.

Dropping the last term sets G(N) = 0, which is a hard wall at layer N. The eliminated equations are those of layers 1 to N − 1, and the wall leaves them unchanged. Truncated decimation is therefore the exact end-layer function of an N-layer slab. The same argument with walls at ±N shows that (w − ε)⁻¹ is the centre-layer function of a slab of 2N − 1 layers.

For n = 6, direct inversion of slabs of 64 and 127 layers agrees with decimation to 1.9×10⁻¹⁴ and 1.4×10⁻¹⁴ eV⁻¹. The converged bulk function agrees with a sum over 16384 values of ky to 7.9×10⁻¹⁵ eV⁻¹. The converged surface function satisfies

G_s = (w − H0 − T G_s T†)⁻¹

to 2.0×10⁻¹⁵ eV⁻¹. Rounding is thus negligible here beside the effects of η.

**Number of steps**

A layer mode χλʲ obeys (w − H0)χ = (Tλ + T†/λ)χ. On the decimated lattice the same mode obeys

βχ = λᴺ[(w − ε) − αλᴺ]χ.

For decaying modes, |λ| < 1, the right-hand side vanishes as λᴺ. The two decaying vectors span the orbital space when they are independent, so β falls at the rate of the slowest one. The bulk energies are even in ky, apart from labels, so modes occur in pairs λ and 1/λ, and α falls at the same rate. With κ = −ln|λ| for the slowest mode and couplings of order 1 eV,

n ≈ log2[ln(1/tol)/κ],

where tol is the final coupling in eV. Inside a band, energy E + iη gives ky an imaginary part η/u, where u = |dE/dky|. Hence κ ≈ η/u, and halving η costs one more step.

At kx = 0.05, kz = k0, E = 50 meV and η = 2 meV, the mode equation gives κ = 0.00417. For tol = 10⁻¹², ln(1/tol) = 27.6, the ratio is about 6600, and its binary logarithm is 12.7. The prediction of 13 steps agrees with the number used. At a gapped band edge u vanishes and this estimate of κ fails: there E is quadratic in ky, so κ scales as the square root of η. At a node the bands cross linearly, u stays finite, and κ remains linear in η.

**Where bulk states exist**

Write ω = E − e0, s = v sin kx and c = cos ky. Since the Pauli matrices anticommute,

ω² = s² + v²(1 − c²) + (M − mc)²
 = s² + v² + M² − 2mMc + (m² − v²)c².

For v ≥ m this is concave or linear in c, so its minimum lies at c = 1 or c = −1. The values there are s² + (M − m)² and s² + (M + m)². Since M ≥ m cos k0 > 0, the first is smaller. Bulk states therefore require

|ω| ≥ Δ, Δ² = s² + (M − m)².

The upper band limit is not reached in the example. For v < m the minimum may lie at an interior ky, and this formula for Δ then needs replacement.

Define A = −Im Tr G/π, with A_s for the surface layer and A_b for a bulk layer. As η → 0, each crossing of E by a band contributes 1/(2πu) to A_b. The velocity is the expectation value of v cos ky σy + m sin ky σz, so

u ≤ √(v² cos² ky + m² sin² ky) ≤ v.

Crossings come in pairs ±ky, hence A_b ≥ 1/(πv) inside the projection. Outside it,

A_b ≈ (η/π) Σ ∫ dky/(2π) / (E − E_k)²,

which vanishes linearly in η. Half the lower bound, 1/(2πv), is thus a natural threshold. For v = 0.60 eV it is 0.265 eV⁻¹.

**The surface pole and its weight**

Seek a surface state with σxχ = τχ, τ = ±1, and ω = τs. The remaining terms must cancel:

[M − (m/2)(λ + 1/λ)]σzχ − (iv/2)(λ − 1/λ)σyχ = 0.

Multiply from the left by σz and use σzσy = −iσx:

M − (m/2)(λ + 1/λ) − (τv/2)(λ − 1/λ) = 0
(m + τv)λ² − 2Mλ + (m − τv) = 0.

The free end requires the amplitude at the missing layer −1 to vanish, so ψj = (λ1ʲ⁺¹ − λ2ʲ⁺¹)χ, and both roots must have modulus below one. Take v > m, as in the example. For τ = −1 the product of the roots has modulus (v + m)/(v − m) > 1, which excludes a bound state. For τ = +1 the polynomial is negative at λ = 0 and equals 2(m − M) and 2(m + M) at λ = 1 and −1. It has one root in (0, 1) and one in (−1, 0) if and only if |M| < m. Then

E = e0 + v sin kx.

On the opposite surface T and T† exchange roles. This reverses v in the λ equation but leaves s unchanged, so τ = −1 and E = e0 − v sin kx.

The residue of Tr G_s is the top-layer weight Z. Let q = λ1λ2 and r = λ1 + λ2. The norm is a sum of geometric series:

S = λ1²/(1 − λ1²) + λ2²/(1 − λ2²) − 2q/(1 − q).

With D = (1 − λ1²)(1 − λ2²) = (1 + q)² − r², the first two terms combine to (r² − 2q − 2q²)/D. Over the common denominator D(1 − q), the numerator becomes

(1 − q)(r² − 2q − 2q²) − 2q[(1 + q)² − r²] = (1 + q)(r² − 4q).

The top-layer norm is (λ1 − λ2)² = r² − 4q, so Z = D(1 − q)/(1 + q). The quadratic equation gives r = 2M/(m + v), 1 + q = 2m/(m + v) and 1 − q = 2v/(m + v). Therefore

Z = 4v(m² − M²)/[m(m + v)²].

The weight vanishes linearly at M = m, where the state spreads into the crystal. Near the pole,

πηA_s ≈ Zη²/[(E − e0 − s)² + η²].

**Why subtraction is not a classifier**

The example uses a = 0.34 nm, v = 0.60 eV, m = 0.50 eV, g = 0.20 eV, k0 = π/3 and E = 50 meV. Three surface momenta show the scaling. Each pair gives the values at η = 2 meV and 1 meV, in eV⁻¹.

Gap, (kx, kz) = (0.1, 0): A_s = 0.0420, 0.0210; A_b = 0.0059, 0.0029.
Arc, (−0.0834, 0): A_s = 117.8, 235.7; A_b = 0.0059, 0.0030.
Bulk, (0.05, k0): A_s = 1.258, 1.262; A_b = 0.662, 0.663.

At the arc point Z = 0.740, and Z/(πη) = 0.740/(π × 0.002 eV) = 118 eV⁻¹, as found. At the bulk point A_s exceeds A_b although no bound state is present. A positive difference A_s − A_b therefore does not identify an arc.

The case v = m = M shows how such an excess arises. In the basis σx = ±1, T then joins only the + component of layer j+1 to the − component of layer j. Let G be the ++ element of G_s. The surface equation above requires inverting a matrix with diagonal entries ω − s and ω + s − m²G and off-diagonal entries −m. Its ++ element gives

(ω − s)m²G² − (ω² − s²)G + (ω + s) = 0.

For |ω|, |s| ≪ m the middle term is negligible, and for ω > |s| the retarded solution is G = −(i/m)√[(ω + s)/(ω − s)]. The imaginary part of the −− element is smaller by the factor (ω − s)²/m², so its contribution to A_s is negligible. The bulk dispersion is ω² = s² + m²ky², so u = m√(ω² − s²)/ω and A_b = 1/(πu). Hence

A_s/A_b ≈ 1 + s/ω.

The boundary favours one orbital combination, and for s > 0 this enhances the surface spectrum. The formula is not a prediction for the example, which has v > m.

The classifier therefore works in order. A point is bulk if A_b > 1/(2πv). Otherwise it is arc if πηA_s > 0.05, and gap if not. On 13673 points with |kx| ≤ 0.3 and |kz| ≤ 1.4, at η = 2 meV, this gives 714 bulk, 325 arc and 12634 gap points. The analytic edge gives 610 bulk points, all correctly labelled. The 104 extra bulk labels lie within 5.1 meV of the edge. Of the 610 true bulk points, 184 have A_s > A_b, with a largest ratio of 3.67; subtraction would have marked them as surface states. The largest ratio includes the broadened tail of a surface pole only 1.2 meV away. At η = 10⁻⁶ eV, where such tails are negligible, the largest ratio falls to 2.26 but the count is 186, so the excess does not depend on the broadening.

The arc labels form a band of finite width. The Lorentzian and the cut of 0.05 allow an offset η√(Z/0.05 − 1), or 7.4 meV for Z = 0.740; the largest offset found is 7.2 meV. The ridge of A_s is sharper. At kz = 0, 0.3, 0.6 and 0.9 it lies at kx = −0.0835, −0.0685, −0.0250 and 0.0430, within 0.0002 of E = e0 + v sin kx.

**The cube-root error at the arc end**

On the arc ω = s, so with μ = m − M,

Δ² − ω² = μ².

The arc touches the continuum at μ = 0. Near that point, expanding the bulk dispersion for small ky gives E_k² = Δ² + C ky², measured from e0, with C = v² − m² + mM ≈ v². Let z = ω + iη. Summing both bands,

Tr G_b ≈ ∫ dky/(2π) 2z/(z² − Δ² − v²ky²) = −z/[v√(Δ² − z²)].

The derivative of ω(Δ² − ω²)^(−1/2) is Δ²(Δ² − ω²)^(−3/2). To first order in η, the arc therefore has

A_b ≈ η(s² + μ²)/(πvμ³).

This requires 2|s|η ≪ μ². Setting A_b equal to the threshold 1/(2πv) gives

μ³ = 2η(s² + μ²).

If the arc ends away from the node energy, s stays finite there, and for μ ≪ |s|

μ ≈ (2ηs²)^(1/3).

Since μ is linear in distance from the end, the missing length scales as η^(1/3). Bulk weight leaks across a gap that closes along the arc, and the mask removes true arc states.

At η = 0.25 meV the seen end is kz = 1.020, where s = 0.05 − 0.2(cos 1.020 − 0.5) = 0.0453 eV. The equation gives μ = 0.0103 eV. Along the arc dM/dkz rises from 0.437 eV at the seen end to 0.444 eV at the true end, so the predicted loss is 0.0103/0.440 = 0.023, as observed. At much smaller η, reducing it from 10⁻⁵ eV by a factor of eight changes the error by a factor 1.986, close to the limiting value 2.

The law permits extrapolation. If k(η) = k* − Bη^(1/3), then k(η/8) = k* − Bη^(1/3)/2, and

k* = 2k(η/8) − k(η).

The two values in the opening give 2 × 1.02016 − 0.99802 = 1.0423. The remaining error is 0.0010, about one twenty-third of the error at the finer broadening. The conditions behind the law are met only roughly by this pair: 2|s|η/μ² is 0.43 at 2 meV and 0.22 at 0.25 meV, and μ/|s| is 0.48 and 0.22. The gain depends on the pair chosen. The pair 16 meV and 2 meV leaves an error of 0.009, and the pair 0.25 meV and 0.031 meV leaves 0.0004.

At the node energy the law changes. For E = 0 and g = 0 the arc has s = 0, and the unexpanded formula gives A_b = η/[πv√(μ² + η²)]. The threshold is then met at μ = √3 η, so the error is linear in η and the cube-root extrapolation would be wrong.

The pole cut sets a second limit. Near the end Z ≈ 8vμ/(m + v)², so Z = 0.05 at μ ≈ 12.6 meV (12.8 meV from the full formula for Z). At η = 2 meV the bulk mask acts first, but at 0.25 meV the pole cut would act first. The ends quoted here use the bulk mask alone; a complete classifier must lower the pole cut as η is reduced.

**Relation to real conductors**

The spacing is close to the in-plane lattice constant of TaAs. The node speeds, 3.1×10⁵ m/s along x and y and 2.2×10⁵ m/s along z without tilt, have the order of magnitude found in the TaAs family, which is of interest for interconnects, although real node speeds vary strongly with node and direction. The single pair of nodes does not represent TaAs: that crystal has 24 nodes, and its paired nodes lie much closer together than the 6.2 nm⁻¹ used here. The arc end at (kx, kz) = (0.242, 3.07) nm⁻¹ is therefore a property of the model. Real surfaces also break the assumption of an unchanged top layer. A potential of 0.10 eV there moves the arc at kz = 0 from kx = −0.083 to −0.209; first-order perturbation theory, with a shift −ZU/v = −0.123, accounts for nearly all of it. Scattering with an assumed mean free path of 10 nm gives η = va/(2 × 10 nm) = 10.2 meV and a seen end at kz = 0.963. This broadening is physical, so extrapolating it away would describe a cleaner crystal. At 300 K the thermal window is 91 meV wide, larger than the 50 meV Fermi energy, so transport samples many such maps. In a 5.1 nm film the two surfaces also mix: at kx = 0 their splitting is 0.35 meV for kz = 0 but 51 meV for kz = 0.9. On the 50 meV arc itself, away from kx = 0, the nearest film level moves by less than 0.001 meV at kz = 0 and by 10.6 meV at kz = 0.9. For this model film the semi-infinite picture thus holds well at the middle of the arc and fails towards its ends. The numerical output lists the remaining values.

Values computed for the example and the checks

```
layer spacing a = 0.34 nm; v = 0.60, m = 0.50, g = 0.20 eV
k0 = 1.0472 /a; E_F = 50 meV; eta = 2.0 meV
node speeds without tilt: x,y 3.099e+05 m/s; z 2.237e+05 m/s
slab test, 64 layers, surface error = 1.9e-14 1/eV
slab test, 127 layers, centre error = 1.4e-14 1/eV
ky-sum error = 7.9e-15 1/eV; Dyson error = 2.0e-15 1/eV
mode decay per layer = 0.00417; from couplings = 0.00417
coupling tolerance = 1e-12 eV; steps used = 13, predicted = 13
bulk threshold = 0.2653 1/eV; pole-weight threshold = 0.05
samples: kx a, kz a; A_s, A_b at eta; A_s, A_b at eta/2 (1/eV)
  gap    0.1000  0.0000; 0.0420 0.0059; 0.0210 0.0029
  arc   -0.0834  0.0000; 117.8319 0.0059; 235.6591 0.0030
  bulk   0.0500  1.0472; 1.2584 0.6624; 1.2618 0.6633
map: 13673 points; bulk 714, arc 325, gap 12634
analytic bulk points = 610; extra bulk labels = 104
largest distance of an extra label from the edge = 5.08 meV
smallest A_b deep in bulk = 0.5314; bound = 0.5305 1/eV
largest energy offset of an arc label = 7.16 meV
bulk points with A_s > A_b = 184; largest A_s/A_b = 3.674
arc trace: kz a, kx a found, kx a analytic, weight Z
  0.00   -0.0835   -0.0834   0.7403
  0.30   -0.0685   -0.0685   0.6950
  0.60   -0.0250   -0.0251   0.5399
  0.90    0.0430    0.0428   0.2249
exact arc end: kx a = 0.08230, kz a = 1.04328
exact arc end: kx = 0.2421 1/nm, kz = 3.0685 1/nm
seen end kz a: 0.99802 at 2.00 meV, 1.02016 at 0.25 meV
extrapolated end kz a = 1.04229; error = -9.90e-04
end-error ratio for eta / 8, from eta = 1e-05 eV: 1.9856
end gap parameter mu: found 1.8090 meV, predicted 1.8088 meV
300 K: kT = 25.85 meV; thermal full width = 91.1 meV
mean free path 10 nm: eta = 10.2 meV, seen end kz a = 0.9625
top-layer potential 0.10 eV: kx a at kz = 0 moves -0.0834 to -0.2090
film 15 layers = 5.1 nm, surface splitting at kx = 0:
  0.348 meV at kz a = 0; 50.95 meV at kz a = 0.9
```
